# Retention Field and Channel Charge of a Ferroelectric Transistor: a program that tests the result

```python
# RESULT UNDER TEST: retention field of a ferroelectric transistor at zero gate
# voltage, from coupled charge balance (Gaussian units throughout).
#   E_f = (V - psi - q/C_i)/t_f = [C_i (V - psi) - (P - s)] / [t_f (C_i + C_f)]
#   P   = q_inv + q_dep + s - eps_f E_f/(4 pi)
# P: polarization toward the channel; s: trapped electron charge (magnitude) at
# the ferroelectric/oxide interface; q: magnitude of semiconductor charge, split
# into channel electrons q_inv and depletion q_dep; psi: surface potential;
# V: minus the flat-band voltage; C_f, C_i: layer capacitances per area.
# The independent side is a finite-volume Poisson solution of the whole stack.
import numpy as np
from math import gamma, pi, sqrt, log
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

# unit conversions to Gaussian
statC = sc.c * 10.0              # statcoulomb per coulomb
volt = 1e6 / sc.c                # statvolt per volt
uC = 1e-6 * statC                # 1 microcoulomb/cm^2 in statC/cm^2
MVcm = 1e6 * volt                # 1 MV/cm in statV/cm
nm = 1e-7                        # cm
e = sc.e * statC
hbar = sc.hbar * 1e7
mass = sc.m_e * 1e3              # density-of-states mass, both bands
T = 300.0
kT = sc.k * 1e7 * T
vt = kT / e                      # thermal voltage

# round model parameters
t_f, eps_f = 10 * nm, 30.0
t_i, eps_i = 1 * nm, 4.0
eps_s, N_A = 12.0, 1e17
gap = 1.1 * e * volt
V = 0.5 * volt
P_r, E_c = 20 * uC, 1.0 * MVcm
s_ref = 12 * uC
C_f = eps_f / (4 * pi * t_f)
C_i = eps_i / (4 * pi * t_i)
N_c = 2 * (mass * kT / (2 * pi * hbar**2))**1.5
eta_b = -gap / kT + log(N_c / N_A)    # bulk (Fermi level - band edge)/kT

nodes, weights = np.polynomial.legendre.leggauss(120)
nodes, weights = (nodes + 1) / 2, weights / 2


def fermi(j, eta):
    """Normalized Fermi-Dirac integral of order j, by quadrature in sqrt(x)."""
    eta = np.asarray(eta, dtype=float)
    top = np.sqrt(np.maximum(eta, 0) + 40)
    y = top[..., None] * nodes
    f = y**int(round(2 * j + 1)) / (1 + np.exp(y * y - eta[..., None]))
    return 2 / gamma(j + 1) * top * (f @ weights)


F32_bulk = fermi(1.5, eta_b)


def q_semi(psi):
    """Semiconductor charge magnitude for psi >= 0 (first integral)."""
    u = psi / vt
    b = N_A * (u + np.exp(-u) - 1) + N_c * (fermi(1.5, eta_b + u) - F32_bulk)
    return np.sqrt(eps_s * kT / (2 * pi) * np.maximum(b, 0))


def q_channel(psi):
    """Channel electron charge; the part below u = 1 is negligible."""
    u = np.linspace(1.0, psi / vt, 4001)
    field = 4 * pi * q_semi(u * vt) / eps_s
    f = e * N_c * fermi(0.5, eta_b + u) / field * vt
    return float(np.sum((f[1:] + f[:-1]) / 2 * np.diff(u)))


def landau(P):
    return 1.5 * sqrt(3) * E_c / P_r * (-P + P**3 / P_r**2)


def load_state(P, s):
    """psi and film field at prescribed polarization."""
    def g(x):
        return q_semi(x) * (1 / C_f + 1 / C_i) + x - V - (P - s) / C_f
    psi = brentq(g, 0, 4 * volt)
    return psi, (C_i * (V - psi) - (P - s)) / (t_f * (C_i + C_f))


def P_of_psi(psi, s):
    return s + q_semi(psi) * (1 + C_f / C_i) + C_f * (psi - V)


def E_of_psi(psi):
    return (V - psi - q_semi(psi) / C_i) / t_f


P_edge = P_r / sqrt(3)


def retained(s):
    """Coupled solution on the outer ferroelectric branch: psi, P, E_f."""
    low = 0.0
    if P_of_psi(0.0, s) < P_edge:
        low = brentq(lambda x: P_of_psi(x, s) - P_edge, 0, 4 * volt)
    psi = brentq(lambda x: E_of_psi(x) - landau(P_of_psi(x, s)),
                 low, 4 * volt)
    return psi, P_of_psi(psi, s), E_of_psi(psi)


# ---- independent finite-volume Poisson solver for the complete stack ----
depth = 500 * nm
xs = depth * np.sinh(9 * np.linspace(0, 1, 801)) / np.sinh(9)
h_s = np.diff(xs)
h = np.concatenate([np.full(4, t_f / 4), np.full(4, t_i / 4), h_s])
eps = np.concatenate([np.full(4, eps_f), np.full(4, eps_i),
                      np.full(len(h_s), eps_s)])
k_edge = eps / h
vol = np.zeros(len(xs))
vol[:-1] += h_s / 2
vol[1:] += h_s / 2
last_phi = np.zeros(len(h) + 1)
last_phi[0] = V


def stack(P, s):
    """Newton solution; returns film field, total q and electron charge."""
    global last_phi
    phi = last_phi.copy()
    pol = np.zeros(len(h))
    pol[:4] = P
    for _ in range(400):
        u = phi[8:] / vt
        n = N_c * fermi(0.5, eta_b + u)
        dn = N_c * fermi(-0.5, eta_b + u) / vt
        p = N_A * np.exp(-u)
        charge = np.zeros(len(phi))
        slope = np.zeros(len(phi))
        charge[8:] = e * (p - N_A - n) * vol
        slope[8:] = -e * (p / vt + dn) * vol
        charge[4] -= s
        D = -k_edge * np.diff(phi) + 4 * pi * pol
        res = np.diff(D) - 4 * pi * charge[1:-1]
        band = np.zeros((3, len(res)))
        band[0, 1:] = -k_edge[1:-1]
        band[1] = k_edge[1:] + k_edge[:-1] - 4 * pi * slope[1:-1]
        band[2, :-1] = -k_edge[1:-1]
        step = solve_banded((1, 1), band, -res)
        phi[1:-1] += np.clip(step, -0.1 * volt, 0.1 * volt)
        if np.max(np.abs(step)) < 1e-8 * vt:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    last_phi = phi
    u = phi[8:] / vt
    n = N_c * fermi(0.5, eta_b + u)
    q_tot = e * np.sum((N_A + n - N_A * np.exp(-u)) * vol)
    return (phi[0] - phi[4]) / t_f, q_tot, e * np.sum(n * vol)


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b)


# density of states: count states directly in k space
k_th = sqrt(2 * mass * kT) / hbar
for eta in (-3.0, 5.0):
    count = quad(lambda k: k * k / pi**2 /
                 (1 + np.exp((hbar * k)**2 / (2 * mass * kT) - eta)),
                 0, 7 * k_th, epsabs=0, epsrel=1e-10, limit=200)[0]
    close(N_c * fermi(0.5, eta), count, 1e-7)

# the Landau minimum is located numerically
low_pt = minimize_scalar(lambda x: landau(x * P_r) / E_c,
                         bounds=(0.1, 1.0), method="bounded")
close(low_pt.x * P_r, P_edge, 1e-4)
close(low_pt.fun, -1.0, 1e-6)

# coupled states: closed equations against the full stack
scan = [8 * uC, 10 * uC, 12 * uC, 14 * uC, 16 * uC]
table = []
for s in scan:
    psi, P, E = retained(s)
    table.append((s, P, q_channel(psi), E))
worst = 0.0
numeric = []
for s, P, q_inv, E in (table[0], table[2], table[4]):
    P_num = brentq(lambda x: landau(x) - stack(x, s)[0],
                   P_edge, 1.3 * P_r, rtol=1e-9)
    E_num, q_num, inv_num = stack(P_num, s)
    close(P, P_num, 1e-3)
    close(E, E_num, 1e-3)
    close(q_inv, inv_num, 5e-3)       # both sides carry grid error
    share_sum = q_num + s - eps_f * E_num / (4 * pi)
    close(share_sum, P, 1e-3)
    worst = max(worst, abs(E / E_num - 1))
    numeric.append((E_num, inv_num))
# more trapping lowers both field magnitude and channel charge
assert numeric[0][0] < numeric[1][0] < numeric[2][0] < 0
assert numeric[0][1] > numeric[1][1] > numeric[2][1]

# load-line slope by finite differences of the full stack
psi_ref, P_ref, E_ref = retained(s_ref)
q_ref = float(q_semi(psi_ref))
inv_ref = q_channel(psi_ref)
u_ref = psi_ref / vt
n_surf = N_c * float(fermi(0.5, eta_b + u_ref))
C_s = eps_s * e * (N_A + n_surf - N_A * np.exp(-u_ref)) / (4 * pi * q_ref)
C_is = 1 / (1 / C_i + 1 / C_s)
slope_formula = -1 / (t_f * (C_f + C_is))
dP = 0.05 * uC
slope_num = (stack(P_ref + dP, s_ref)[0]
             - stack(P_ref - dP, s_ref)[0]) / (2 * dP)
close(slope_formula, slope_num, 3e-3)

# least trapped charge that leaves a state on the outer branch
psi_th = brentq(lambda x: E_of_psi(x) + E_c, 0, 4 * volt)
s_th = P_edge - q_semi(psi_th) * (1 + C_f / C_i) - C_f * (psi_th - V)
crossings = []
for shift in (-0.2 * uC, 0.2 * uC):
    trial = np.linspace(P_edge, 1.3 * P_r, 25)
    gapE = np.array([landau(x) - stack(x, s_th + shift)[0] for x in trial])
    crossings.append(int(np.sum(gapE[1:] * gapE[:-1] < 0)))
assert crossings == [0, 1], crossings

# rigid remanent polarization without traps
psi_rigid, E_rigid = load_state(P_r, 0.0)
E_rigid_num = stack(P_r, 0.0)[0]
close(E_rigid, E_rigid_num, 1e-3)

# assumption of full conversion, q = P_r with s = 0: Gauss gives zero field
psi_full = brentq(lambda x: q_semi(x) - P_r, 0, 4 * volt)
E_full = E_of_psi(psi_full)
assert E_full < -E_c

# state with zero film field
psi_0 = brentq(E_of_psi, 0, V)
q_0 = float(q_semi(psi_0))
inv_0 = q_channel(psi_0)
E_0, q_0num, inv_0num = stack(P_r, P_r - q_0)
assert abs(E_0) < 1e-3 * E_c
close(inv_0, inv_0num, 2e-2)          # exponentially sensitive to psi


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("temperature", T, "K", ".0f")
show("film thickness", t_f / nm, "nm", ".1f")
show("oxide thickness", t_i / nm, "nm", ".1f")
print(f"permittivities film, oxide, semiconductor: {eps_f} {eps_i} {eps_s}")
show("doping N_A", N_A, "cm^-3", ".2e")
show("band gap", gap / e / volt, "eV", ".2f")
show("density-of-states mass", mass / (sc.m_e * 1e3), "electron masses", ".1f")
show("drive V = -V_FB", V / volt, "V", ".2f")
show("remanent polarization", P_r / uC, "uC/cm^2", ".1f")
show("coercive field", E_c / MVcm, "MV/cm", ".2f")
show("film capacitance C_f", C_f / uC * volt, "uF/cm^2")
show("oxide capacitance C_i", C_i / uC * volt, "uF/cm^2")
show("thermal voltage", vt / volt, "V", ".5f")
show("band density N_c", N_c, "cm^-3", ".4e")
show("bulk electron density", N_c * float(fermi(0.5, eta_b)), "cm^-3", ".2e")
print("-- reference state --")
show("trapped charge s", s_ref / uC, "uC/cm^2", ".2f")
show("surface potential", psi_ref / volt, "V")
show("oxide voltage q/C_i", q_ref / C_i / volt, "V")
show("film voltage E_f t_f", E_ref * t_f / volt, "V")
show("polarization P", P_ref / uC, "uC/cm^2")
show("semiconductor charge q", q_ref / uC, "uC/cm^2")
show("channel charge q_inv", inv_ref / uC, "uC/cm^2")
show("depletion charge q_dep", (q_ref - inv_ref) / uC, "uC/cm^2")
show("field share -eps_f E_f/4pi", -eps_f * E_ref / (4 * pi) / uC, "uC/cm^2")
show("channel share q_inv/P", 100 * inv_ref / P_ref, "percent", ".2f")
show("retention field", E_ref / MVcm, "MV/cm")
show("retention field, Gaussian", E_ref, "statV/cm", ".1f")
show("semiconductor capacitance C_s", C_s / uC * volt, "uF/cm^2", ".3f")
show("load slope, formula", slope_formula * uC / MVcm, "MV/cm per uC/cm^2", ".5f")
show("load slope, full stack", slope_num * uC / MVcm, "MV/cm per uC/cm^2", ".5f")
print("-- scan: s, P, q_inv in uC/cm^2; E_f in MV/cm --")
for s, P, q_inv, E in table:
    print(f"{s/uC:6.1f} {P/uC:9.4f} {q_inv/uC:9.4f} {E/MVcm:9.4f}")
show("largest relative field difference from full stack", worst, "", ".1e")
print("-- limits --")
show("threshold surface potential", psi_th / volt, "V")
show("threshold semiconductor charge", q_semi(psi_th) / uC, "uC/cm^2")
show("threshold polarization", P_edge / uC, "uC/cm^2")
show("threshold trapped charge s*", s_th / uC, "uC/cm^2")
show("threshold s*, Gaussian", s_th, "statC/cm^2", ".0f")
print(f"outer-branch states 0.2 uC/cm^2 below, above s*: {crossings}")
show("field for P = P_r, s = 0", E_rigid / MVcm, "MV/cm")
show("same, full stack", E_rigid_num / MVcm, "MV/cm")
show("full conversion: surface potential", psi_full / volt, "V")
show("full conversion: field from potentials", E_full / MVcm, "MV/cm")
show("zero-field state: surface potential", psi_0 / volt, "V")
show("zero-field state: trapped charge", (P_r - q_0) / uC, "uC/cm^2")
show("zero-field state: channel charge", inv_0 / uC, "uC/cm^2", ".2e")
print("finished without a failed check")
```

Running it gives:

```
temperature: 300 K
film thickness: 10.0 nm
oxide thickness: 1.0 nm
permittivities film, oxide, semiconductor: 30.0 4.0 12.0
doping N_A: 1.00e+17 cm^-3
band gap: 1.10 eV
density-of-states mass: 1.0 electron masses
drive V = -V_FB: 0.50 V
remanent polarization: 20.0 uC/cm^2
coercive field: 1.00 MV/cm
film capacitance C_f: 2.6563 uF/cm^2
oxide capacitance C_i: 3.5417 uF/cm^2
thermal voltage: 0.02585 V
band density N_c: 2.5094e+19 cm^-3
bulk electron density: 2.09e+03 cm^-3
-- reference state --
trapped charge s: 12.00 uC/cm^2
surface potential: 1.0178 V
oxide voltage q/C_i: 0.3080 V
film voltage E_f t_f: -0.8259 V
polarization P: 15.2847 uC/cm^2
semiconductor charge q: 1.0910 uC/cm^2
channel charge q_inv: 0.9148 uC/cm^2
depletion charge q_dep: 0.1762 uC/cm^2
field share -eps_f E_f/4pi: 2.1937 uC/cm^2
channel share q_inv/P: 5.98 percent
retention field: -0.8259 MV/cm
retention field, Gaussian: -2754.8 statV/cm
semiconductor capacitance C_s: 13.158 uF/cm^2
load slope, formula: -0.18359 MV/cm per uC/cm^2
load slope, full stack: -0.18360 MV/cm per uC/cm^2
-- scan: s, P, q_inv in uC/cm^2; E_f in MV/cm --
   8.0   12.2144    1.3950   -0.9949
  10.0   13.8809    1.2219   -0.9346
  12.0   15.2847    0.9148   -0.8259
  14.0   16.5149    0.5264   -0.6825
  16.0   17.6464    0.1244   -0.5078
largest relative field difference from full stack: 2.4e-07 
-- limits --
threshold surface potential: 1.0521 V
threshold semiconductor charge: 1.5864 uC/cm^2
threshold polarization: 11.5470 uC/cm^2
threshold trapped charge s*: 7.3043 uC/cm^2
threshold s*, Gaussian: 21898 statC/cm^2
outer-branch states 0.2 uC/cm^2 below, above s*: [0, 1]
field for P = P_r, s = 0: -3.7620 MV/cm
same, full stack: -3.7620 MV/cm
full conversion: surface potential: 1.7952 V
full conversion: field from potentials: -6.9422 MV/cm
zero-field state: surface potential: 0.4655 V
zero-field state: trapped charge: 19.8777 uC/cm^2
zero-field state: channel charge: 5.12e-09 uC/cm^2
finished without a failed check
```
